# Bulk resistivity from four equally spaced probes on a half-space

**Result.** Four point probes stand in a straight row, a distance $s$ apart, on the flat surface of a large uniform conductor. A current $I$ enters at probe 1 and leaves at probe 4. A voltmeter that draws negligible current reads $V=\phi_2-\phi_3$ between the inner probes. The resistivity is

$$\rho = 2\pi s\,\frac{V}{I}.$$

The conductor is taken to be isotropic and ohmic, at uniform temperature, and to fill the half-space $z>0$ below its surface $z=0$. The surface is insulated except at the probes, and the current is steady. $I$ and $V$ carry signs, so reversing the current reverses $V$.

## 1. One probe

Let a current $I$ enter at one point of the surface and leave very far away. In a steady state no charge accumulates, so $\nabla\cdot\mathbf J=0$ inside the conductor. Ohm's law is $\mathbf J=\mathbf E/\rho=-\nabla\phi/\rho$. With constant $\rho$ the two give

$$\nabla^2\phi=0 .$$

No current crosses the free surface, so $J_z=0$ there, which means $\partial\phi/\partial z=0$ at $z=0$ away from the probe.

Try a current that spreads radially and equally in all downward directions. The whole current $I$ crosses every hemisphere of radius $r$ centred on the probe. The area of a hemisphere is $2\pi r^2$, so

$$J(r)=\frac{I}{2\pi r^2}.$$

At the surface this radial current runs along the surface, so the boundary condition holds. The field is $E=\rho J=-d\phi/dr$. With $\phi=0$ far away,

$$\phi(r)=\int_r^\infty \frac{\rho I}{2\pi r'^2}\,dr'=\frac{\rho I}{2\pi r}.$$

This is proportional to $1/r$, which satisfies Laplace's equation for $r>0$, so the trial form is a solution. It is also the only one that vanishes far away and grows no faster than $1/r$ at the probe. The difference $\delta$ of two such solutions with the same injected current has no source, so $\int|\nabla\delta|^2dV=\oint\delta\,\nabla\delta\cdot d\mathbf S=0$, and $\delta$ is zero everywhere.

**Limit: a probe deep inside.** Far below the surface the current would spread over a full sphere, $4\pi r^2$, and the potential would be $\rho I/(4\pi r)$. The surface doubles the potential because it confines the same current to half the solid angle. This is the origin of $2\pi$ in the result.

## 2. A source and a sink

Now let the current leave at a second surface point. The equation and the boundary condition are linear, so the potentials add. The sink is a source of strength $-I$. With $r_1$ and $r_4$ the distances from source and sink,

$$\phi=\frac{\rho I}{2\pi}\left(\frac1{r_1}-\frac1{r_4}\right).$$

Each term has zero normal derivative at the surface, hence so has the sum. An added constant in $\phi$ would drop out of any voltage.

**Limit: the midplane.** Where $r_1=r_4$ the potential is zero, as the symmetry between source and sink requires.

**Test of the currents.** For source and sink $3s$ apart, the current was integrated numerically over hemispheres of radius $s/2$ centred on the four probe positions. The outward currents were $I,0,0,-I$ to within $10^{-5}I$. The formula therefore carries the intended currents at the outer probes and none at the inner ones, as assumed for a voltmeter that draws negligible current.

## 3. Four probes in a row

Call the successive spacings $s_1,s_2,s_3$. Probe 2 lies $s_1$ from the source and $s_2+s_3$ from the sink. Probe 3 lies $s_1+s_2$ from the source and $s_3$ from the sink. Hence

$$\phi_2=\frac{\rho I}{2\pi}\left(\frac1{s_1}-\frac1{s_2+s_3}\right),\qquad
\phi_3=\frac{\rho I}{2\pi}\left(\frac1{s_1+s_2}-\frac1{s_3}\right).$$

Subtracting gives

$$V=\frac{\rho I}{2\pi}B,\qquad B=\frac1{s_1}-\frac1{s_2+s_3}-\frac1{s_1+s_2}+\frac1{s_3}.$$

For equal spacings

$$B=\frac1s-\frac1{2s}-\frac1{2s}+\frac1s=\frac1s,$$

so $V=\rho I/(2\pi s)$, and solving for $\rho$ gives the stated result. For unequal but known spacings, $\rho=2\pi V/(IB)$.

**Limit: inner probes close together.** Put $s_1=s_3=L$ and $s_2=d\ll L$. Then

$$B=\frac2L-\frac2{L+d}=\frac{2d}{L(L+d)}\approx\frac{2d}{L^2},\qquad V\approx\frac{\rho I}{\pi L^2}\,d .$$

Midway between source and sink each contributes a field $\rho I/(2\pi L^2)$ in the same direction. Their sum times $d$ is this voltage.

**A second wiring.** Keep equal spacings, but pass the current from probe 1 to probe 3 and read $\phi_2-\phi_4$. Probe 2 is equally far from source and sink, so $\phi_2=0$. Probe 4 has

$$\phi_4=\frac{\rho I}{2\pi}\left(\frac1{3s}-\frac1s\right)=-\frac23\,\frac{\rho I}{2\pi s}.$$

The reading is $2/3$ of the usual one at the same current. The ratio $3/2$ of the two readings contains neither $\rho$ nor $s$, so it checks the half-space assumption, provided the spacings are equal. Spacing errors also shift the ratio: independent position errors of $0.01s$ scatter it by about 2.6 %, while a back face at depth $4.42s$, which falsifies $\rho$ by 1 % (section 5), lowers it by only 0.9 %. A single placement therefore reveals only gross departures from a half-space.

**Numerical test.** The equation $\nabla\cdot\mathbf J=0$ was also solved without using the $1/r$ potential. The conductor was a cylinder of radius and depth $60s$, cut into $170\times170$ rings, with insulated top and bottom, a grounded side, and the current fed into the ring cell at the top centre. Mirror symmetry of the row supplies the sink: $V$ is twice the potential drop from $r=s$ to $r=2s$. The solution gave $2\pi sV/(I\rho)=1.0002$, against 1 for the half-space.

## 4. Finite contacts, and the use of four probes

A point contact would have infinite potential, so the current contacts need a size. Take a disc of radius $a$ with the current density

$$j(r)=\frac{I}{2\pi a\sqrt{a^2-r^2}},\qquad \int_0^a j\,2\pi r\,dr=\frac Ia\Big[-\sqrt{a^2-r^2}\Big]_0^a=I .$$

Each element of the disc acts as a point source. For a point inside the disc, use polar coordinates $(R,\theta)$ centred on that point. The area element $R\,dR\,d\theta$ cancels the $1/R$ of the potential:

$$\phi=\frac{\rho}{2\pi}\int\frac{j\,dA}{R}=\frac{\rho I}{4\pi^2a}\int d\theta\int\frac{dR}{\sqrt{a^2-r^2}} .$$

Two opposite directions form one chord. If its half-length is $h$ and $t$ is measured from its midpoint, then $a^2-r^2=h^2-t^2$, and $\int_{-h}^{h}dt/\sqrt{h^2-t^2}=\pi$ for every chord. The chord directions cover an angle $\pi$, so the double integral is $\pi^2$ and

$$\phi=\frac{\rho I}{4a}.$$

This does not depend on the chosen point. The density therefore belongs to a disc at one potential, as under a metal contact whose interface resistance is small compared with the spreading resistance. The spreading resistance is $\rho/(4a)$.

With two probes, each used for both current and voltage, the meter would read, for contacts small compared with their distance, nearly the sum of two spreading resistances and two metal–semiconductor contact resistances. With four probes these drops lie at the current contacts, outside the path from probe 2 to probe 3. The inner contacts carry only the voltmeter's current.

**Correction for contact size.** Seen from a distance $D\gg a$ along the surface, the disc potential is the average of $1/R$ over the disc, weighted with $j$. The weighted mean square radius is

$$\langle r^2\rangle=\frac1a\int_0^a\frac{r^3dr}{\sqrt{a^2-r^2}}=\frac{2a^2}{3},$$

so $\langle x^2\rangle=\langle y^2\rangle=a^2/3$. Linear terms average to zero. To second order

$$\left\langle\frac1R\right\rangle=\frac1D+\frac12\,\frac{a^2}{3}\left(\frac{\partial^2}{\partial x^2}+\frac{\partial^2}{\partial y^2}\right)\frac1D=\frac1D+\frac{a^2}{6D^3}.$$

A voltage probe that is a disc takes the same weighted average of the potential around it. To see this, let fields 1 and 2 be two current patterns in the same conductor. Since $\nabla\phi_1\cdot\mathbf J_2=-\rho\,\mathbf J_1\cdot\mathbf J_2=\nabla\phi_2\cdot\mathbf J_1$, the vector $\phi_1\mathbf J_2-\phi_2\mathbf J_1$ has no divergence. Let pattern 1 feed $I$ into the disc, and pattern 2 feed $I$ into a point $P$ while the disc floats. The surface integral then says that the potential at $P$ in pattern 1 equals that of the disc in pattern 2.

With discs at all four places the term doubles, to $a^2/(3D^3)$ at leading order. The discs also disturb one another's currents, which changes $V$ by a relative amount of order $a^3/s^3$ (close to $-a^3/s^3$), neglected here. Therefore

$$B\approx2\left[\frac1s-\frac1{2s}+\frac{a^2}{3}\left(\frac1{s^3}-\frac1{8s^3}\right)\right]=\frac1s\left[1+\frac7{12}\frac{a^2}{s^2}\right].$$

The correction vanishes for $a\to0$, which recovers the point-probe result.

## 5. A conductor of finite thickness

Let an insulated back face lie at depth $w$, with the sides still far away. The potential must now have zero normal derivative at $z=0$ and at $z=w$. Equal sources at $z=0,\pm2w,\pm4w,\dots$ are symmetric about both planes, so their sum meets both conditions. The images at $+2nw$ and $-2nw$ are equally far from a surface point, which gives a factor 2. In $V$ each distance $s$ and $2s$ occurs twice, which gives another. The quantity $2\pi sV/I$ then equals $\rho G$, with

$$G=1+4s\sum_{n=1}^{\infty}\left[\frac1{\sqrt{s^2+4n^2w^2}}-\frac1{\sqrt{4s^2+4n^2w^2}}\right].$$

**Thick limit.** For $m=2nw\gg s$, $1/\sqrt{s^2+m^2}\approx1/m-s^2/(2m^3)$. The bracket becomes $(4s^2-s^2)/(2m^3)=3s^2/(16n^3w^3)$, so

$$G-1\approx\frac34\,\zeta(3)\left(\frac sw\right)^3,\qquad \zeta(3)=\sum_{n=1}^\infty\frac1{n^3}\approx1.202 .$$

The error falls with the cube of the thickness. Solving the full series for $G=1.01$ gives $w=4.42s$: with distant sides and an insulated back, a thicker piece has an error below 1 %.

**Thin limit.** For $w\ll s$ the sum approaches an integral. The trapezoidal rule with step $2w$ gives $\sum_{n\ge1}f(2nw)\approx\frac1{2w}\int_0^\infty f\,dm-\frac12f(0)$. Here $f(0)=1/(2s)$, and the integral is $\big[\operatorname{arsinh}(m/s)-\operatorname{arsinh}(m/2s)\big]_0^\infty=\ln2$. Hence

$$G\approx1+4s\left(\frac{\ln2}{2w}-\frac1{4s}\right)=\frac{2s\ln2}{w},\qquad V\approx\frac{\rho I\ln2}{\pi w}.$$

A direct argument agrees. In a thin sheet the current crosses cylinders of area $2\pi rw$, so each current probe contributes a drop $\frac{\rho I}{2\pi w}\ln2$ between distances $s$ and $2s$, and there are two of them. The spacing has dropped out of $V$. In this limit the second wiring of section 3 gives $\frac{\rho I}{2\pi w}\ln3$, so the ratio of readings is $\ln4/\ln3\approx1.26$ instead of $3/2$.

**Test between the limits.** The numerical method of section 3, with the depth reduced, gave $G=1.5047$ for $w=s$ and $1.0941$ for $w=2s$. The image series gives $1.5045$ and $1.0939$.

## 6. Numbers for a silicon ingot

Take the lapped end face of a piece of heavily boron-doped silicon ingot, 20 mm thick. The chosen readings are $s=1.00$ mm, $I=100$ mA and $V=1.60$ mV, the last being the mean over both current directions with the sign taken into account. Then $V/I=16.0$ mohm, $2\pi s=0.6283$ cm, and

$$\rho=0.6283\ \text{cm}\times0.0160\ \text{ohm}=0.01005\ \text{ohm cm}=1.005\times10^{-4}\ \text{ohm m}.$$

At probe 2 the source contributes $+1.60$ mV and the sink $-0.80$ mV, together $+0.80$ mV. Probe 3 is at $-0.80$ mV. The difference is the reading.

**Contacts.** For $a=50$ µm the spreading resistance is 0.503 ohm. With a rough contact resistance of 5 ohm, a two-terminal measurement would read $2(5+0.503)=11.0$ ohm, nearly 700 times $V/I$. A 10 Mohm voltmeter on the inner contacts loses about one part in a million of $V$. To leading order the contact-size correction is $+0.15$ % of $V$; the $a^3/s^3$ term lowers it to $+0.13$ %. Both disc figures, the spreading resistance and this correction, assume a disc at one potential. A contact resistance of 5 ohm spread evenly over the disc would make the current density nearly uniform instead, so they are estimates of size: for a uniform density they become 0.54 ohm and $+0.11$ %.

**Probe positions.** Differentiate $B$ with respect to the four positions along the row, taken in order. At equal spacing the derivatives are $+\frac34,-\frac54,+\frac54,-\frac34$, each times $1/s^2$. They add to zero, since moving the whole row changes nothing. Independent errors of standard deviation $\sigma$ add in squares:

$$\frac{\sigma_V}{V}=\frac{\sigma}{s}\sqrt{2\cdot\frac{9}{16}+2\cdot\frac{25}{16}}=\frac{\sqrt{17}}2\,\frac\sigma s .$$

For $\sigma=10$ µm this is 2.06 %, and 200,000 random placements gave the same scatter. Sideways errors enter only at second order, because they change a distance $s$ by about $\delta^2/(2s)$. Repeated placements average out errors that change from one placement to the next, but not a fixed fault of the probe head.

**Peltier heat.** Let the silicon have Seebeck coefficient $S$ and thermal conductivity $k$, and neglect the small Seebeck coefficient of the metal. In this p-type material the current absorbs heat $STI$ at the source contact and releases it at the sink. Heat conduction obeys the same equations as the current, with $k$ in place of $1/\rho$. If all this heat is exchanged with the silicon and none leaves through the surface, probe 3 is warmer than probe 2 by

$$\Delta T=\frac{STI}{2\pi ks}.$$

A temperature gradient adds $S\,\Delta T$ to the reading. Relative to $V=\rho I/(2\pi s)$ this is $S^2T/(\rho k)$. With rough values $S=0.4$ mV/K, $k=1.0$ W/(cm K) and $T=296$ K, $\Delta T=18.9$ mK and the addition is 0.47 % of $V$. For these coefficients it is an upper bound, since part of the heat is exchanged with the needles. The effect is proportional to $I$, so averaging steady readings over both directions does not remove it.

**Joule heat.** A 5 ohm contact produces 50 mW. Suppose that all this heat enters the silicon. If the source contact alone were heated, the inner probes would differ by

$$\frac{0.050}{2\pi\times1.0}\left(\frac1{0.1}-\frac1{0.2}\right)\text{K}=39.8\ \text{mK},$$

with lengths in cm. The thermoelectric voltage would be 0.99 % of $V$. It keeps its sign when the current is reversed, provided the heating is unchanged, and then cancels in the signed mean. If the contacts rectify, the hotter contact can change sides with the current, and up to this 0.99 % then survives the mean. If both contacts are heated, the silicon at the inner probes is 119 mK warmer than the silicon far away, or 131 mK if the 5 mW released in each spreading region is added. With a rough temperature coefficient of 0.1 %/K the 119 mK change $\rho$ there by 0.012 %, while a 2 K drift of the room changes it by 0.2 %. A long measurement also warms the whole piece, by an amount that depends on its cooling and is not included here.

**Injected electrons.** A metal contact may inject minority electrons and lower the resistivity locally. With a rough mobility $\mu=250$ cm²/Vs and lifetime $\tau=0.2$ µs, the diffusion length $\sqrt{(k_BT/e)\mu\tau}$ is 11 µm. Drift in the point-contact field obeys $dr/dt=\mu\rho I/(2\pi r^2)$, so electrons reach $r=(3\mu\rho I\tau/2\pi)^{1/3}=29$ µm. This lies within the contact radius, where the point field is a crude model, so it serves as a size only. Both lengths are far below the 1 mm to the nearest voltage probe.

**The real case.** Resistivities near 0.01 ohm cm are typical of boron-doped silicon for epitaxial substrates, and spacings near 1 mm are common. With an insulated back face, the 20 mm thickness changes the result by only 0.011 %. If the row is far from the sides of the piece, the largest error estimated here that remains after current reversal comes from unequal spacing: the assumed 10 µm position errors make a single placement uncertain by about 2 %, so it supports $\rho=0.0101\pm0.0002$ ohm cm. A wafer cut from the same ingot is another matter. Each term of the image series grows as $w$ falls, so for a wafer with an insulated back and thinner than the 1 mm spacing the half-space formula returns more than 1.5 times the true resistivity, and the slab factor $G$ must be divided out. The remaining figures are in the numerical output.

## Calculated quantities

```
Numerical half-space, 2 pi s V/(I rho): 1.0002
Slab w = s: numerical 1.5047, images 1.5045
Slab w = 2s: numerical 1.0941, images 1.0939
Probe spacing s: 1.00 mm
Current I: 100 mA
Voltage V: 1.60 mV
V/I: 16.00 mohm
2 pi s: 0.6283 cm
Resistivity: 0.01005 ohm cm = 1.0053e-04 ohm m
Probe 2, part from source: 1.60 mV
Probe 2, part from sink: -0.80 mV
Potential of probe 2: 0.80 mV
Potential of probe 3: -0.80 mV
Thickness w: 20 mm
Thickness error: 0.0112 %
Thickness for 1 % error: 4.42 s
Probe position error, each: 10 um
Scatter of V, random positions: 2.06 %
Scatter of V, formula: 2.06 %
Probe 2 alone moved toward probe 1: 1.26 %
Contact radius a: 50 um
Contact size error: 0.146 %
Spreading resistance per contact: 0.503 ohm
Contact resistance (rough): 5 ohm
Two-terminal resistance: 11.0 ohm
Voltmeter resistance: 10 Mohm
Voltmeter loading error: 1.1e-04 %
Temperature: 296.15 K
Seebeck coefficient (rough): 0.4 mV/K
Thermal conductivity (rough): 1.0 W/(cm K)
Peltier temperature difference: 18.9 mK
Peltier error, upper bound: 0.47 %
Joule heat in one contact: 50 mW
One contact heated, difference: 39.8 mK
Its error before current reversal: 0.99 %
Both heated, rise at inner probes: 119 mK
Temperature coefficient (rough): 0.1 %/K
Resistivity change from that rise: 0.012 %
Room drift: 2 K
Resistivity change from drift: 0.2 %
Electron mobility (rough): 250 cm2/Vs
Electron lifetime (rough): 0.2 us
Electron diffusion length: 11 um
Electron drift reach: 29 um
```
